# Equal neutron reflectivities of a film and its depth-reversed copy

Let a flat, non-absorbing film have real scattering-length density $\rho(z)$ for $0<z<L$, with vacuum on both sides, and let its reversed copy have $\tilde\rho(z)=\rho(L-z)$ in the same slab. If $r$ and $\tilde r$ are their neutron reflection amplitudes, then at every normal wavenumber $k>0$

$$
|\tilde r(k)|^2=|r(k)|^2 .
$$

The transmission amplitudes are equal as complex numbers, $\tilde t=t$. The reflection amplitudes have the forms $r=N/Q$ and $\tilde r=N^*/Q$, with the same $Q$, so where they do not vanish their phases differ by $-2\arg N$, modulo $2\pi$. A measurement of reflectivity alone therefore cannot tell which face of such a film points towards the beam.

**The wave equation.** The density is taken to be bounded and uniform in the plane of the film, and the interaction to be independent of spin. A neutron of mass $m$ and energy $E$ then moves in the optical potential $V=2\pi\hbar^2\rho/m$ and obeys

$$
-\frac{\hbar^2}{2m}\nabla^2\Psi+V(z)\Psi=E\Psi .
$$

Because $V$ depends on $z$ alone, we may write $\Psi=e^{i\mathbf k_\parallel\cdot\mathbf x}\psi(z)$, with $\mathbf x$ the position in the plane. Inserting this and multiplying by $-2m/\hbar^2$ gives

$$
\psi''=(U-k^2)\psi,\qquad U=\frac{2mV}{\hbar^2}=4\pi\rho,\qquad k^2=\frac{2mE}{\hbar^2}-k_\parallel^2 .
$$

For wavelength $\lambda$ and grazing angle $\theta$, $k=(2\pi/\lambda)\sin\theta$. Specular reflection reverses the normal momentum, so the wavevector transfer is $q=2k$. With the time factor $e^{-iEt/\hbar}$, the waves outside the film are

$$
\psi=e^{ikz}+r e^{-ikz}\ (z<0),\qquad \psi=t e^{ikz}\ (z>L).
$$

**Crossing the film.** Since $\psi$ and $\psi'$ are continuous, it is convenient to follow the column $y=(\psi,\psi'/k)^T$. Let $c(z)$ and $s(z)$ be the solutions of the wave equation with $c(0)=1$, $c'(0)=0$ and $s(0)=0$, $s'(0)=k$. By linearity,

$$
y(L)=My(0),\qquad
M=\begin{pmatrix}A&B\\ C&D\end{pmatrix}
=\begin{pmatrix}c(L)&s(L)\\ c'(L)/k&s'(L)/k\end{pmatrix}.
$$

The equation and the initial values are real, so $A,B,C,D$ are real. This remains true where $k^2<U$ and the wave is evanescent. Moreover,

$$
\frac{d}{dz}\frac{cs'-c's}{k}=\frac{cs''-c''s}{k}=\frac{(U-k^2)(cs-cs)}{k}=0 .
$$

The differentiated quantity equals 1 at $z=0$ and $AD-BC$ at $z=L$. Hence $AD-BC=1$.

At the front face $y(0)=(1+r,\ i(1-r))^T$. At the back face $y(L)=\tau(1,i)^T$, where $\tau=te^{ikL}$. The two rows of $y(L)=My(0)$ are

$$
A(1+r)+iB(1-r)=\tau,\qquad C(1+r)+iD(1-r)=i\tau .
$$

Subtracting $i$ times the first from the second removes $\tau$:

$$
(C-iA)(1+r)+(B+iD)(1-r)=0 .
$$

The terms without $r$ add to $B+C+i(D-A)$, and the coefficient of $r$ is $C-B-i(A+D)$. Therefore

$$
r=\frac NQ,\qquad N=(B+C)+i(D-A),\qquad Q=(B-C)+i(A+D).
$$

To find $\tau$, note that $1+r=(Q+N)/Q=2(B+iD)/Q$ and $1-r=(Q-N)/Q=2(-C+iA)/Q$. The first matching equation then gives

$$
\tau=\frac{2AB+2iAD-2iBC-2AB}{Q}=\frac{2i}{Q},
$$

where the unit determinant was used in the last step. With $S=A^2+B^2+C^2+D^2$, the squared moduli are

$$
|N|^2=S+2BC-2AD=S-2,\qquad |Q|^2=S-2BC+2AD=S+2 .
$$

Since $|N|^2\ge0$, we have $S\ge2$ and $|Q|^2\ge4$, so no division by zero has occurred. The reflectivity and transmission are

$$
R=|r|^2=\frac{S-2}{S+2},\qquad T=|t|^2=\frac4{S+2},\qquad R+T=1 .
$$

**Reversing the depth.** If $\psi(z)$ solves the equation for the original film, then $\tilde\psi(z)=\psi(L-z)$ solves it for the reversed film: two derivatives restore the sign, and the potential is evaluated at $L-z$. One derivative changes sign. With $J=\mathrm{diag}(1,-1)$, therefore, $\tilde y(z)=Jy(L-z)$, and

$$
\tilde y(L)=Jy(0)=JM^{-1}y(L)=JM^{-1}J\,\tilde y(0).
$$

The last equality uses $\tilde y(0)=Jy(L)$ and $J^2=1$. For unit determinant this gives

$$
\tilde M=J\begin{pmatrix}D&-B\\-C&A\end{pmatrix}J
=\begin{pmatrix}D&B\\ C&A\end{pmatrix}.
$$

Reversal thus exchanges $A$ and $D$ and leaves $B$ and $C$ in place. It follows that $\tilde Q=Q$, while

$$
\tilde N=(B+C)+i(A-D)=N^* .
$$

The complex conjugation in the last equality requires real matrix elements. Thus $\tilde r=N^*/Q$, and the moduli agree. Equality of $Q$ also gives $\tilde\tau=\tau$ and hence $\tilde t=t$.

The same result has a physical reading. Equal transmission in the two orientations is reciprocity. Without absorption, whatever is not transmitted is reflected, so the reflectivities must also agree. For a beam from one side, flux conservation fixes the modulus of the reflected wave but not its phase. For coherent beams arriving from both sides it also requires $r^*\tau+\tau^*\tilde r=0$, which fixes the phase of $\tilde r$ once $r$ and $\tau$ are known. The amplitudes found above satisfy this condition: $\tau/\tau^*=-Q^*/Q$, so

$$
-r^*\frac{\tau}{\tau^*}=\frac{N^*}{Q^*}\frac{Q^*}{Q}=\tilde r .
$$

**When the phases differ.** For $N\ne0$, $\tilde r/r=N^*/N$. The phases agree if $N$ is real, which means $A=D$. They differ by half a turn if $N$ is imaginary, which means $B+C=0$. If $N=0$ both amplitudes vanish and have no phase. A film symmetric about its midplane has $\tilde M=M$, hence $A=D$ and equal amplitudes.

An asymmetric bilayer shows what happens otherwise. Let layer $j=1,2$ have constant $U_j$ and thickness $d_j$, and put $k_j=\sqrt{k^2-U_j}$, $c_j=\cos k_jd_j$, $s_j=\sin k_jd_j$. The constant-density solutions give

$$
M_j=\begin{pmatrix}c_j&(k/k_j)s_j\\-(k_j/k)s_j&c_j\end{pmatrix}.
$$

The beam meets layer 1 first, so $M=M_2M_1$. Multiplication gives

$$
\begin{aligned}
A&=c_1c_2-\frac{k_1}{k_2}s_1s_2, &
B&=\frac{k}{k_1}s_1c_2+\frac{k}{k_2}c_1s_2,\\
D&=c_1c_2-\frac{k_2}{k_1}s_1s_2, &
C&=-\frac{k_1}{k}s_1c_2-\frac{k_2}{k}c_1s_2 .
\end{aligned}
$$

Since $k_2^2-k_1^2=U_1-U_2$,

$$
A-D=\left(\frac{k_2}{k_1}-\frac{k_1}{k_2}\right)s_1s_2
=(U_1-U_2)\frac{s_1}{k_1}\frac{s_2}{k_2}.
$$

The last form also covers the limit $k_j\to0$, where $s_j/k_j\to d_j$. For imaginary $k_j=i\kappa_j$ it becomes $\sinh(\kappa_jd_j)/\kappa_j$, which is positive. For $U_1\ne U_2$, therefore, $A=D$ requires $k_jd_j=n\pi$ in one of the layers, with $n$ a positive integer:

$$
k^2=U_j+\left(\frac{n\pi}{d_j}\right)^2 .
$$

These are isolated wavenumbers. At each of them one layer is a whole number of half-waves thick and its matrix is $(-1)^n$ times the identity. Apart from that sign, which cancels in $r$, the other layer acts alone, and its place in the stack no longer matters. Everywhere else the two amplitudes are different complex numbers of equal modulus.

The phases here refer to the plane $z=0$ with both films in the same slab. A change of reference plane multiplies both amplitudes by the same phase factor and leaves their phase difference unchanged. Displacing one film by $a$ would instead add $2ka=qa$ to the phase of its amplitude.

**The weak-film limit.** The loss of orientation can be seen directly when $U$ is weak. Treat $U\psi$ as a source in $\psi''+k^2\psi=U\psi$. The solution with the given initial values is the free solution $\psi_0$ plus an integral,

$$
\psi(z)=\psi_0(z)+\frac1k\int_0^z\sin k(z-z')\,U(z')\psi(z')\,dz' .
$$

To first order, $\psi$ under the integral is replaced by $\cos kz'$ for $c$ and by $\sin kz'$ for $s$. At $z=L$, the free parts cancel in $B+C$ and in $D-A$, leaving

$$
\begin{aligned}
B+C&\simeq\frac1k\int_0^L U[\sin k(L-z)\sin kz+\cos k(L-z)\cos kz]\,dz\\
&=\frac1k\int_0^L U\cos k(2z-L)\,dz,\\
D-A&\simeq\frac1k\int_0^L U[\cos k(L-z)\sin kz-\sin k(L-z)\cos kz]\,dz\\
&=\frac1k\int_0^L U\sin k(2z-L)\,dz .
\end{aligned}
$$

Combining them,

$$
N\simeq\frac1k\int_0^L U(z)e^{iq(z-L/2)}\,dz .
$$

This is a Fourier transform about the midplane. Reversal changes the sign of $z-L/2$ and so conjugates the transform. To lowest order $Q\simeq2ie^{-ikL}$, and therefore

$$
R\simeq\frac{16\pi^2}{q^2}\left|\int_0^L\rho(z)e^{iqz}\,dz\right|^2 .
$$

The condition $\int|U|dz/k\ll1$ is sufficient for the approximation, away from zeros of the transform. It is not necessary: a density that alternates rapidly in sign can violate it and still be well described. The approximation fails near total reflection. The nickel film below does not meet the condition: at $q=1.0$ nm$^{-1}$ the quantity is 0.9, and the formula gives $1.5\times10^{-5}$ against the exact $4.3\times10^{-5}$. The equality of reflectivities does not depend on it.

**A nickel film.** Take a free-standing film of fcc nickel with 20 nm of dense metal facing the beam and 30 nm of porous metal behind it, the latter with filling 0.6. The calculation sets the lattice parameter to 0.352 nm and the nuclear scattering length to 10.3 fm; these are chosen inputs, close to nickel's rough values of 0.35 nm and 10 fm. Four atoms per cubic cell give $4/(0.352)^3=91.7$ atoms per nm³. The dense and porous densities are then $\rho_1=9.45\times10^{-4}$ and $\rho_2=0.6\rho_1=5.67\times10^{-4}$ nm$^{-2}$, and $U_1=0.01187$, $U_2=0.00712$ nm$^{-2}$. The potential of the dense layer is 246 neV, and its critical wavevector transfer is $2\sqrt{U_1}=0.218$ nm$^{-1}$.

At $q=0.3$ nm$^{-1}$ we have $k=0.15$ nm$^{-1}$, which for $\lambda=0.5$ nm means a grazing angle of 0.684°. Inside the layers,

$$
k_1=\sqrt{0.0225-0.01187}=0.1031,\qquad
k_2=\sqrt{0.0225-0.00712}=0.1240\ \mathrm{nm}^{-1}.
$$

The bilayer formulas give $A=0.7958$, $B=-0.7621$, $C=0.2942$ and $D=0.9749$. Thus $N=-0.4679+0.1791i$, $S=2.2510$, and

$$
R=\frac{2.2510-2}{2.2510+2}=0.059 .
$$

The amplitudes are $r=0.191+0.150i$ and $\tilde r=0.042+0.239i$. Their moduli agree, but their phases are 38.2° and 80.1°, a difference of 41.9°.

At $q=0.1$ nm$^{-1}$ both layers are evanescent. The reflectivity is 0.9989 rather than 1 because some neutrons tunnel through the film, and the phases differ by 17.4°. At $q=0.2$ nm$^{-1}$ the wave is evanescent in the dense layer but propagates in the porous one; the common reflectivity is 0.638 and the phase difference is 97.5°. These differences cannot come from a mere displacement of one film: $qa$ would double when $q$ doubles, but twice 17.4° is not 97.5°, even modulo 360°. The phases coincide at $q=0.269$ nm$^{-1}$, where the porous layer is one half-wave thick, and at 0.382 nm$^{-1}$, where the dense layer is. The reflectivities there are 0.239 and 0.0096, so the phases are well defined.

As an independent test, the scattering integral equation was solved for both orientations at $q=0.1$, 0.2, 0.3, 0.5 and 1.0 nm$^{-1}$. Its amplitudes differed from the matrix results by at most $3.3\times10^{-5}$ in absolute value, and its two reflectivities by less than $10^{-15}$. The numerical output follows the text.

**Making the phase visible.** Put the same known, non-absorbing layer in front of each film. Let $r_a$ be its reflection amplitude from the front, $r_a'$ that from behind, and $t_a,t_a'$ its transmission amplitudes in the two directions, all referred to the common contact plane. Summing the waves that bounce between layer and film gives

$$
r_{\rm tot}=r_a+t_a't_a r\,(1+r_a'r+\cdots)
=r_a+\frac{t_a't_a r}{1-r_a'r}.
$$

The series converges because both moduli are below 1. Interference makes $|r_{\rm tot}|$ depend on the phase of $r$. The theorem is not violated, since the two composite films are not reversals of each other. With 10 nm of dense nickel in front, the largest difference between their reflectivities is 0.61 for $0.05\le q\le1.5$ nm$^{-1}$. All maximum differences below refer to this range unless stated otherwise, and are absolute differences in $R$.

**Where equality fails.** Absorption replaces $\rho$ by $\rho-i\rho''$, with $\rho''>0$ for the chosen time factor. The determinant and the reversal rule survive, so $\tilde t=t$ still holds. But $M$ is now complex, and $\tilde N=(B+C)-i(D-A)$ need not be $N^*$. Expanding the two squared moduli gives

$$
\tilde R-R=\frac{4\,\mathrm{Im}[(B+C)^*(D-A)]}{|Q|^2}.
$$

The orientations transmit equally but may absorb different fractions, because the standing wave places different intensity in the absorbing layer. If $\rho''$ in the dense layer is set to one tenth of $\rho_1$, far more than in nickel, the largest difference at the five tested $q$ values is 0.12.

A substrate breaks a different assumption. Let it be non-absorbing with density $\rho_s$, and let $g=\sqrt{k^2-4\pi\rho_s}/k$ be real and positive. The back-face column becomes $\tau(1,ig)^T$. Eliminating $\tau$ as before gives

$$
r=-\frac{(gB+C)+i(D-gA)}{(C-gB)-i(D+gA)} .
$$

With $\Sigma=g^2(A^2+B^2)+C^2+D^2$ and the unit determinant, the reflectivity and the effect of exchanging $A$ and $D$ are

$$
R=\frac{\Sigma-2g}{\Sigma+2g},\qquad
\tilde\Sigma-\Sigma=(g^2-1)(D^2-A^2).
$$

Reversing the film alone therefore changes $R$ unless $g=1$ or $A^2=D^2$. For $\rho_s=2.0\times10^{-4}$ nm$^{-2}$ the largest difference is 0.081.

**The model beside a real film.** The nickel density and the range of $q$ are realistic for neutron reflectometry, but a free-standing metal film this thin is a special and fragile sample; many films are measured on substrates. The filling and the pore size are chosen values. Real nickel also removes neutrons from the coherent beam. Equating the intensity decay $2\lambda\rho''$ per unit path to $n\sigma$, with $n$ the atomic density and $\sigma$ the loss cross-section, gives $\rho''=n\sigma/(2\lambda)$. Rough values are 4.5 barn for absorption at 0.18 nm, growing in proportion to $\lambda$, and 5.2 barn for incoherent scattering. At $\lambda=0.5$ nm, the wavelength used for all the loss estimates here, they together give $\rho''=1.6\times10^{-7}$ nm$^{-2}$ in the dense metal. Pores with an assumed correlation length of 2 nm add an estimated $2.1\times10^{-7}$ nm$^{-2}$ in the porous layer, if all neutrons they scatter are counted as lost. The resulting difference between the orientations is at most 0.0037.

At the same wavelength, an angular error of 0.005° between the two measurements has a larger effect, up to about 0.056, because the reflectivity varies rapidly with $q$. For a given range of $q$, the same angular error matters more at shorter wavelengths. An observed difference of that size would not by itself demonstrate absorption. Gravity changes the energy by only $5\times10^{-6}$ neV across the film, negligible beside 246 neV.

Nickel is also ferromagnetic at room temperature. A rough moment of 0.6 Bohr magneton per atom raises the scattering length by about 1.6 fm for one neutron spin and lowers it by as much for the other, if all moments lie in the plane of the film and parallel to the spin axis. Magnetization normal to the film would give no such contrast, because the normal component of the magnetic field is continuous across the faces. Either reflectivity can then differ from the nonmagnetic one by more than 0.3. Each spin still sees a real scalar potential, however, so reversal preserves its reflectivity when the magnetization direction is held fixed. Magnetization that turns with depth or between domains can flip the spin, and the scalar proof does not cover it.

## Calculated quantities

```
Ni lattice parameter, rough: 0.352 nm
Ni nuclear scattering length, rough: 10.3 fm
Dense, porous thickness: 20, 30 nm; filling 0.6
Neutron wavelength: 0.50 nm
Ni number density: 91.71 nm^-3
rho dense, porous: 9.4465e-04, 5.6679e-04 nm^-2
U dense, porous: 0.011871, 0.007122 nm^-2
Dense Ni optical potential: 246.0 neV
Dense Ni critical q: 0.2179 nm^-1
Main example q, k: 0.30, 0.15 nm^-1; angle 0.684 deg
k1, k2: 0.10310, 0.12401 nm^-1
A, B (dimensionless): 0.79578, -0.76212
C, D (dimensionless): 0.29419, 0.97487
Determinant, S: 1.000000, 2.25103
N: -0.46793 +0.17909 i
Q: -1.05632 +1.77066 i
r film: 0.19087 +0.15040 i
r reversed: 0.04168 +0.23940 i
q (nm^-1), R film, R reversed, phases and difference (deg):
0.1 0.998935 0.998935 -125.02 -107.64 17.38
0.2 0.638369 0.638369 -39.57 57.95 97.52
0.3 0.059052 0.059052 38.24 80.12 41.89
0.5 0.007692 0.007692 11.82 52.66 40.84
1.0 0.000043 0.000043 33.18 79.41 46.24
Equal phase, dense half-wave: q=0.3823 nm^-1, R=0.00962
Equal phase, porous half-wave: q=0.2690 nm^-1, R=0.23850
Integral equation, max amplitude error: 3.3e-05
Integral equation, max R difference: 6.7e-16
Smooth film, max R difference: 1.0e-12
Weak-film error ratio for tenfold weaker U: 100.10
Strong-loss test (Im/Re=0.1, dense), max R gap: 0.1234
Rough absorption: 4.5 barn at 0.18 nm
Rough incoherent cross-section: 5.2 barn
Assumed pore correlation length: 2.0 nm
Loss density: dense 1.62e-07, pore part 2.14e-07 nm^-2
Example losses, max R gap: 3.71e-03
Rough Ni moment: 0.6 Bohr magneton
Magnetic scattering length: 1.62 fm
Magnetism, max R change: up 0.3482, down 0.3757
Substrate rho 2.0e-04 nm^-2, max R gap: 0.0813
Front Ni reference 10 nm, max R gap: 0.6081
Angle error 0.005 deg, max R gap: 0.0553
Gravity energy across film: 5.13e-06 neV
Scan range for maximum gaps: 0.05 to 1.50 nm^-1
```
